# The exact static polarizability of ground-state hydrogen: verification in Python

```python
# Result under test: for nonrelativistic hydrogen (fixed nucleus) in a uniform
# field F along z, the first-order wave function is psi1 = f*psi0 with
#   f = -(F/e) (a + r/2) z,   a = hbar^2/(m e^2)   (Gaussian units),
# and the polarizability, defined by E2 = -alpha F^2/2, is alpha = (9/2) a^3.
# Numerical parts use atomic units (hbar = m = e = 1, so a = 1).
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto, scf, cc


# ---------- symbolic test of the closed form, Gaussian units ----------
x, y, z = sp.symbols("x y z", real=True)
hbar, m, e, F, r = sp.symbols("hbar m e F r", positive=True)
theta = sp.symbols("theta", real=True)
a = hbar**2 / (m * e**2)
rc = sp.sqrt(x**2 + y**2 + z**2)
psi0 = sp.exp(-rc / a)
psi1 = -(F / e) * (a + rc / 2) * z * psi0
E0 = -m * e**4 / (2 * hbar**2)
laplacian = sum(sp.diff(psi1, q, 2) for q in (x, y, z))
residual = (-hbar**2 / (2 * m) * laplacian - (e**2 / rc + E0) * psi1
            + e * F * z * psi0)
assert sp.simplify(residual / psi0) == 0

# reduction of the Schroedinger operator to the radial equation, any g(r)
g = sp.Function("g")(r)
p0 = sp.exp(-r / a)
trial = g * sp.cos(theta) * p0
lap = (sp.diff(r**2 * sp.diff(trial, r), r) / r**2
       + sp.diff(sp.sin(theta) * sp.diff(trial, theta), theta)
       / (r**2 * sp.sin(theta)))
full = -hbar**2 / (2 * m) * lap - (e**2 / r + E0) * trial
radial = (sp.diff(g, r, 2) + (2 / r - 2 / a) * sp.diff(g, r) - 2 * g / r**2)
difference = full / (p0 * sp.cos(theta)) + hbar**2 / (2 * m) * radial
assert sp.simplify(sp.expand(difference)) == 0


# second-order energy as an integral over the charge cloud
def radial_mean(power):
    b = sp.symbols("b", positive=True)
    value = sp.integrate(4 * r**(power + 2) * sp.exp(-2 * r / b) / b**3,
                         (r, 0, sp.oo))
    return sp.simplify(value.subs(b, a))


cos2 = sp.integrate(sp.cos(theta)**2 * sp.sin(theta), (theta, 0, sp.pi)) / 2
r2_mean, r3_mean = radial_mean(2), radial_mean(3)
part_r2 = sp.simplify(2 * cos2 * a * r2_mean / a**3)
part_r3 = sp.simplify(2 * cos2 * r3_mean / 2 / a**3)
alpha_formula = float(part_r2 + part_r3)
assert part_r2 + part_r3 == sp.Rational(9, 2)


# ---------- diagonalization in a field, Laguerre basis ----------
def field_matrices(lmax, nrad):
    t, w = roots_laguerre(40)          # t = 2 r
    size = (lmax + 1) * nrad
    kin, coul, zmat = (np.zeros((size, size)) for _ in range(3))
    funcs = []
    for l in range(lmax + 1):
        u, du = [], []
        for j in range(nrad):
            k = 2 * l + 2
            norm = math.sqrt(2 * math.factorial(j) / math.factorial(j + k))
            lag = eval_genlaguerre(j, k, t)
            dlag = -eval_genlaguerre(j - 1, k + 1, t) if j > 0 else 0 * t
            u.append(norm * t**(l + 1) * lag)
            du.append(norm * ((l + 1) * t**l * lag
                              + t**(l + 1) * (dlag - lag / 2)))
        u, du = np.array(u), np.array(du)
        s = slice(l * nrad, (l + 1) * nrad)
        kin[s, s] = (du * w) @ du.T + l * (l + 1) * (u * w / t**2) @ u.T
        coul[s, s] = -(u * w / t) @ u.T
        funcs.append(u)
    for l in range(lmax):
        angular = (l + 1) / math.sqrt((2 * l + 1) * (2 * l + 3))
        block = angular * (funcs[l] * w * t / 4) @ funcs[l + 1].T
        s = slice(l * nrad, (l + 1) * nrad)
        q = slice((l + 1) * nrad, (l + 2) * nrad)
        zmat[s, q] = block
        zmat[q, s] = block.T
    return kin, coul, zmat


def energy_coefficients(matrices, mass=1.0):
    """Coefficients of F^2, F^4, F^6 in the ground-state energy."""
    kin, coul, zmat = matrices
    fields = np.array([0.003, 0.006, 0.009])
    h0 = kin / mass + coul
    base = np.linalg.eigvalsh(h0)[0]
    shifts = [np.linalg.eigvalsh(h0 + f * zmat)[0] - base for f in fields]
    powers = np.array([[f**2, f**4, f**6] for f in fields])
    return np.linalg.solve(powers, shifts)


mats = field_matrices(4, 12)
coef = energy_coefficients(mats)
coef_small = energy_coefficients(field_matrices(4, 9))
alpha_diag = -2 * coef[0]
assert abs(alpha_diag - alpha_formula) < 1e-5
assert abs(coef[1] - coef_small[1]) < 0.02      # fourth order is converged

small_field = 1e-4
vec = np.linalg.eigh(mats[0] + mats[1] + small_field * mats[2])[1][:, 0]
alpha_dipole = -(vec @ mats[2] @ vec) / small_field
assert abs(alpha_dipole - alpha_formula) < 1e-5

test_mass = 0.8
alpha_mass = -2 * energy_coefficients(mats, test_mass)[0]
assert abs(alpha_mass - alpha_formula / test_mass**3) < 1e-3


# ---------- explicit sum over bound and continuum p states ----------
def gauss(n, upper):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return upper * (nodes + 1) / 2, upper * weights / 2


rr, wr = gauss(200, 60.0)
R10 = 2 * np.exp(-rr)
n_max = 60
bound = []
for n in range(2, n_max + 1):
    norm = (2 / n)**1.5 / math.sqrt(2 * n * (n + 1) * n * (n - 1))
    Rn1 = (norm * np.exp(-rr / n) * (2 * rr / n)
           * eval_genlaguerre(n - 2, 3, 2 * rr / n))
    dip = np.sum(wr * Rn1 * R10 * rr**3)
    bound.append(2 * dip**2 / 3 / (0.5 - 0.5 / n**2))
tail = bound[-1] * n_max**3 / (2 * (n_max + 0.5)**2)   # terms fall as n^-3
alpha_bound = sum(bound) + tail

kk, wk = gauss(20, 6.0)
rq, wq = gauss(90, 25.0)
alpha_cont = 0.0
for k, weight in zip(kk, wk):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * s))) for s in rq])
    overlap = np.sum(wq * wave * 2 * rq**2 * np.exp(-rq))
    # energy-normalized wave: sqrt(2/(pi k)) F_1 ; dE = k dk
    alpha_cont += (weight * 2 / 3 * (2 / math.pi) * overlap**2
                   / (k**2 / 2 + 0.5))
alpha_sum = alpha_bound + alpha_cont
assert abs(alpha_sum - alpha_formula) < 2e-4    # cut-offs in n and k

z2_mean = np.sum(wr * R10**2 * rr**4) / 3
alpha_upper = 2 * z2_mean / (0.5 - 0.125)
assert bound[0] < alpha_diag < alpha_upper

# ---------- bonding: H2 and the free atom in one Gaussian basis ----------
basis = "aug-cc-pvtz"
probe = 0.003
bond = 1.40
atom = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
h_atom = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
s_atom = atom.intor("int1e_ovlp")
z_atom = atom.intor("int1e_r")[2]
e_atom = [eigh(h_atom + f * z_atom, s_atom, eigvals_only=True)[0]
          for f in (0.0, probe)]
alpha_atom_basis = -2 * (e_atom[1] - e_atom[0]) / probe**2
assert abs(alpha_atom_basis - alpha_formula) < 0.2   # finite Gaussian basis

mol = gto.M(atom=[["H", (0, 0, -bond / 2)], ["H", (0, 0, bond / 2)]],
            unit="Bohr", basis=basis, verbose=0)
h_mol = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
r_mol = mol.intor("int1e_r")


def h2_energy(axis, strength):
    mf = scf.RHF(mol)
    core = h_mol + strength * r_mol[axis]
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-12
    mf.kernel()
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-11
    solver.conv_tol_normt = 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert mf.converged and solver.converged
    return solver.e_tot


e_h2 = h2_energy(2, 0.0)
alpha_par = -2 * (h2_energy(2, probe) - e_h2) / probe**2
alpha_perp = -2 * (h2_energy(0, probe) - e_h2) / probe**2
alpha_h2 = (alpha_par + 2 * alpha_perp) / 3
assert alpha_h2 / 2 < 0.8 * alpha_formula       # bonding lowers the response

# ---------- worked example ----------
pc = const.physical_constants
a0 = pc["Bohr radius"][0]
hartree_eV = pc["Hartree energy in eV"][0]
field_unit = pc["atomic unit of electric field"][0]
mass_ratio = pc["electron-proton mass ratio"][0]
alpha_angstrom = alpha_formula * (a0 * 1e10)**3


def show(label, value, unit="", fmt=".6f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("<r^2>", float(sp.simplify(r2_mean / a**2)), "a0^2", ".4f")
show("<r^3>", float(sp.simplify(r3_mean / a**3)), "a0^3", ".4f")
show("alpha part from <r^2>", float(part_r2), "a0^3", ".4f")
show("alpha part from <r^3>", float(part_r3), "a0^3", ".4f")
show("alpha, closed form", alpha_formula, "a0^3", ".4f")
show("alpha, closed form", alpha_angstrom, "angstrom^3", ".4f")
show("alpha, energies in a field", alpha_diag, "a0^3")
show("alpha, dipole in a field", alpha_dipole, "a0^3")
show("alpha share of 2p", bound[0], "a0^3", ".4f")
show("alpha share of all bound states", alpha_bound, "a0^3", ".4f")
show("alpha share of continuum", alpha_cont, "a0^3", ".4f")
show("alpha, sum over states", alpha_sum, "a0^3", ".4f")
show("upper bound on alpha", alpha_upper, "a0^3", ".4f")
show("test reduced mass", test_mass, "m", ".2f")
show("alpha at test mass, diagonalized", alpha_mass, "a0^3", ".4f")
show("alpha at test mass, scaling", alpha_formula / test_mass**3, "a0^3", ".4f")
show("F^4 energy coefficient", coef[1], "atomic units", ".2f")
show("Bohr radius", a0 * 1e9, "nm", ".6f")
show("e^2/a0", hartree_eV, "eV", ".4f")

for field_MVcm in (1.0, 5.0):
    field_SI = field_MVcm * 1e8
    f_au = field_SI / field_unit
    shift_eV = -alpha_formula / 2 * (field_SI * a0)**2 / hartree_eV
    alpha_SI = 4 * math.pi * const.epsilon_0 * alpha_formula * a0**3
    shift_SI = -alpha_SI * field_SI**2 / 2 / const.e
    assert abs(shift_eV / shift_SI - 1) < 1e-7
    displacement = alpha_SI * field_SI / const.e
    nonlinear = -4 * coef[1] * f_au**2 / alpha_formula
    barrier = quad(lambda s: 2 * math.sqrt(max(0.0, 1 - 2 * f_au * s)),
                   0, 1 / (2 * f_au))[0]
    assert abs(barrier * 3 * f_au / 2 - 1) < 1e-6
    print(f"--- field {field_MVcm:.1f} MV/cm ---")
    show("field in atomic units", f_au, "e/a0^2", ".4e")
    show("e F a0", field_SI * a0 * 1e3, "meV", ".4f")
    show("energy shift", shift_eV * 1e6, "micro-eV", ".3f")
    show("dipole / e", displacement * 1e15, "fm", ".2f")
    show("nonlinear part of dipole, relative", nonlinear, "", ".2e")
    show("tunnelling exponent S", barrier, "", ".1f")
    show("log10 of exp(-S)", -barrier / math.log(10), "", ".1f")

temperature = 400.0
gap_eV = hartree_eV * (0.5 - 0.125)
kT = const.k * temperature / const.e
print("--- other neglected effects ---")
show("finite proton mass, relative change of alpha",
     (1 + mass_ratio)**3 - 1, "", ".3e")
show("relativistic scale (e^2/hbar c)^2", const.fine_structure**2, "", ".2e")
show("temperature", temperature, "K", ".0f")
show("gap to n = 2", gap_eV, "eV", ".3f")
show("log10 of Boltzmann factor exp(-gap/kT)",
     -gap_eV / kT / math.log(10), "", ".1f")
print("--- H2, CCSD/aug-cc-pVTZ ---")
show("bond length", bond, "a0", ".2f")
show("alpha of H atom in this basis", alpha_atom_basis, "a0^3", ".3f")
show("alpha along the bond", alpha_par, "a0^3", ".3f")
show("alpha across the bond", alpha_perp, "a0^3", ".3f")
show("mean alpha", alpha_h2, "a0^3", ".3f")
show("mean alpha per atom", alpha_h2 / 2, "a0^3", ".3f")
show("per atom / free atom", alpha_h2 / 2 / alpha_formula, "", ".3f")
print("OK")
```

Running it gives:

```
<r^2>: 3.0000 a0^2
<r^3>: 7.5000 a0^3
alpha part from <r^2>: 2.0000 a0^3
alpha part from <r^3>: 2.5000 a0^3
alpha, closed form: 4.5000 a0^3
alpha, closed form: 0.6668 angstrom^3
alpha, energies in a field: 4.500000 a0^3
alpha, dipole in a field: 4.500002 a0^3
alpha share of 2p: 2.9596 a0^3
alpha share of all bound states: 3.6633 a0^3
alpha share of continuum: 0.8367 a0^3
alpha, sum over states: 4.5000 a0^3
upper bound on alpha: 5.3333 a0^3
test reduced mass: 0.80 m
alpha at test mass, diagonalized: 8.7891 a0^3
alpha at test mass, scaling: 8.7891 a0^3
F^4 energy coefficient: -55.54 atomic units
Bohr radius: 0.052918 nm
e^2/a0: 27.2114 eV
--- field 1.0 MV/cm ---
field in atomic units: 1.9447e-04 e/a0^2
e F a0: 5.2918 meV
energy shift: -2.315 micro-eV
dipole / e: 46.31 fm
nonlinear part of dipole, relative: 1.87e-06
tunnelling exponent S: 3428.1
log10 of exp(-S): -1488.8
--- field 5.0 MV/cm ---
field in atomic units: 9.7235e-04 e/a0^2
e F a0: 26.4589 meV
energy shift: -57.886 micro-eV
dipole / e: 231.54 fm
nonlinear part of dipole, relative: 4.67e-05
tunnelling exponent S: 685.6
log10 of exp(-S): -297.8
--- other neglected effects ---
finite proton mass, relative change of alpha: 1.635e-03
relativistic scale (e^2/hbar c)^2: 5.33e-05
temperature: 400 K
gap to n = 2: 10.204 eV
log10 of Boltzmann factor exp(-gap/kT): -128.6
--- H2, CCSD/aug-cc-pVTZ ---
bond length: 1.40 a0
alpha of H atom in this basis: 4.477 a0^3
alpha along the bond: 6.401 a0^3
alpha across the bond: 4.603 a0^3
mean alpha: 5.202 a0^3
mean alpha per atom: 2.601 a0^3
per atom / free atom: 0.578
OK
```
